# Real poles of the von der Linden–Horsch plasmon-pole model, part 1

(Sections cited here and not found follow in the second part.)

Hartree atomic units are used throughout ($\hbar=m=e=1$, Coulomb interaction $1/r$).

## 1. One plane wave: the electron gas

In the uniform electron gas of density $n$, a potential of wave vector $\mathbf q$ induces a density at the same $\mathbf q$ only, so the inverse dielectric function is a single number. We model it by one pair of poles,
$$\varepsilon^{-1}(q,\omega)=1+\frac{z}{\omega^2-\omega_q^2}.$$
At large $\omega$ the f-sum rule (Part 4) gives $\varepsilon^{-1}-1\to\omega_p^2/\omega^2$ with $\omega_p^2=4\pi n$, so $z=\omega_p^2$. At $\omega=0$ the model gives $1-z/\omega_q^2$, which must equal $1/\varepsilon(q,0)$. Hence
$$\omega_q^2=\frac{\omega_p^2}{1-1/\varepsilon(q,0)}=\omega_p^2+\frac{\omega_p^2}{\varepsilon(q,0)-1}.$$
The frequency is real because the numerator is a density and the denominator is positive whenever $1/\varepsilon<1$.

In the random-phase approximation (RPA), $\varepsilon=1-(4\pi/q^2)\chi^0$. The sum over transitions of Part 2, for free electrons with $\epsilon_{\mathbf k}=k^2/2$, occupations $f$ and two spins, is
$$\chi^0=2\!\int\!\frac{d^3k}{(2\pi)^3}\left[\frac{f_{\mathbf k}(1-f_{\mathbf k+\mathbf q})}{\omega-\Delta_{\mathbf k}}-\frac{f_{\mathbf k}(1-f_{\mathbf k-\mathbf q})}{\omega+\epsilon_{\mathbf k-\mathbf q}-\epsilon_{\mathbf k}}\right],\qquad \Delta_{\mathbf k}=\mathbf k\cdot\mathbf q+\tfrac12q^2 .$$
Shifting $\mathbf k\to\mathbf k+\mathbf q$ in the piece $f_{\mathbf k}f_{\mathbf k-\mathbf q}$ turns it into $+f_{\mathbf k}f_{\mathbf k+\mathbf q}/(\omega-\Delta_{\mathbf k})$, which cancels the blocking piece of the first term. Sending $\mathbf k\to-\mathbf k$ in what remains of the second term gives $\chi^0=n\,\langle 2\Delta/(\omega^2-\Delta^2)\rangle$, averaged over the Fermi sphere.

At $\omega=0$ the angular integral of $1/\Delta$, as a principal value, gives
$$\chi^0(q,0)=-\frac{1}{\pi^2q}\int_0^{k_F}k\,\ln\left|\frac{2k+q}{2k-q}\right|dk\;\to\;-\frac{k_F}{\pi^2}\quad(q\ll k_F),$$
because the logarithm tends to $q/k$. With $n=k_F^3/3\pi^2$, the ratio $\omega_p^2/(\varepsilon-1)$ is $(4\pi k_F^3/3\pi^2)\,q^2/(4\pi k_F/\pi^2)=k_F^2q^2/3$. The model dispersion is $\omega_q^2=\omega_p^2+\tfrac13v_F^2q^2$, with $v_F=k_F$.

The RPA plasmon follows from the expansion $2\Delta/\omega^2+2\Delta^3/\omega^4$. Odd powers of $\mathbf k\cdot\mathbf q$ average to zero and $\langle(\mathbf k\cdot\mathbf q)^2\rangle=\tfrac35k_F^2\cdot\tfrac13q^2$, so $\langle2\Delta\rangle=q^2$ and $\langle2\Delta^3\rangle=3q^2\langle(\mathbf k\cdot\mathbf q)^2\rangle=\tfrac35k_F^2q^4$ to leading order. Then $\varepsilon=1-(\omega_p^2/\omega^2)(1+\tfrac35k_F^2q^2/\omega^2)$ vanishes at $\omega^2=\omega_p^2+\tfrac35v_F^2q^2$. For $r_s=2$ and $q=0.05\,k_F$ the program finds the coefficients $0.3334$ and $0.6010$ by quadrature and tests them against $1/3$ and $3/5$. The model pole therefore meets the plasmon as $q\to0$ but departs from it at order $q^2$; Part 7 identifies it as an average.

In a crystal both the static response and the f-sum rule are matrices, and the ratio of two matrices has to be given a meaning.

## 2. Conventions and the spectral form

The crystal has $N$ cells of volume $\Omega_c$ with periodic boundary conditions, $\Omega=N\Omega_c$. For fixed $\mathbf q$ we keep a finite set of $N_G$ reciprocal vectors $\mathbf G$, with $\mathbf Q=\mathbf q+\mathbf G\ne0$ and $\hat{\mathbf e}_G=\mathbf Q/|\mathbf Q|$. The density operator is $n_Q=\sum_je^{-i\mathbf Q\cdot\mathbf r_j}$, the ground-state density has components $n(\mathbf G)=\Omega^{-1}\int n(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r$, and $\omega_p^2=4\pi n(0)$.

An external potential $\sum_{G'}\phi_{G'}e^{i\mathbf Q'\cdot\mathbf r-i\omega t}+\text{c.c.}$ adds $Xe^{-i\omega t}+X^\dagger e^{i\omega t}$ to $H$, with $X=\sum_{G'}\phi_{G'}n_{Q'}^\dagger$. Let $|0\rangle$ be the ground state and $\omega_n=E_n-E_0$. We assume that every other state reached from $|0\rangle$ by $n_Q$ or $n_Q^\dagger$ has $\omega_n>0$. To first order the amplitudes obey $i\dot x_n=\omega_nx_n+\langle n|X|0\rangle e^{-i\omega t}+\langle n|X^\dagger|0\rangle e^{i\omega t}$, solved by
$$x_n=\frac{\langle n|X|0\rangle e^{-i\omega t}}{\omega-\omega_n}-\frac{\langle n|X^\dagger|0\rangle e^{i\omega t}}{\omega+\omega_n}.$$
In $\delta\langle n_Q\rangle=\sum_n[\langle0|n_Q|n\rangle x_n+x_n^*\langle n|n_Q|0\rangle]$ we keep the part proportional to $e^{-i\omega t}$, which takes the first term of $x_n$ and the conjugate of the second, and write it as $\Omega\sum_{G'}\chi_{GG'}\phi_{G'}$.

The total potential is $\phi+v\chi\phi$ with $v=4\pi/Q^2$ diagonal, so $\varepsilon^{-1}=1+v\chi$. For Hermitian $\chi$ one has $(v\chi)^\dagger=\chi v$, so the product $v\chi$ is not Hermitian when $\chi$ couples vectors of different $|\mathbf Q|$. The similarity transform $\tilde\varepsilon^{-1}=v^{-1/2}\varepsilon^{-1}v^{1/2}=1+\tilde\chi$, with $\tilde\chi=v^{1/2}\chi v^{1/2}$, has the same eigenvalues, and the screened interaction is $W=\varepsilon^{-1}v=v^{1/2}\tilde\varepsilon^{-1}v^{1/2}$. With the column vectors
$$a_{n,G}=\sqrt{v_G/\Omega}\,\langle0|n_Q|n\rangle,\qquad b_{m,G}=\sqrt{v_G/\Omega}\,\langle m|n_Q|0\rangle,$$
the result is
$$\tilde\chi(\omega)=\sum_n\frac{a_na_n^\dagger}{\omega-\omega_n}-\sum_m\frac{b_mb_m^\dagger}{\omega+\omega_m}.\tag{1}$$
The states $n$ carry crystal momentum $+\mathbf q$ and the states $m$ carry $-\mathbf q$. No symmetry relates the two families so far.

Let $\alpha$ run over both families, with $\omega_\alpha>0$ and $c_\alpha=a_n/\sqrt{\omega_n}$ or $b_m/\sqrt{\omega_m}$. Setting $\omega=0$ in (1) gives
$$\mathcal A\equiv1-\tilde\varepsilon^{-1}(0)=\sum_\alpha c_\alpha c_\alpha^\dagger .\tag{2}$$
Each term is Hermitian, and $u^\dagger\mathcal Au=\sum_\alpha|u^\dagger c_\alpha|^2\ge0$. We assume the static response is finite. Then $\tilde\varepsilon^{-1}(0)=\sum_iU_i\lambda_i^{-1}U_i^\dagger$ with orthonormal $U_i$ and real $1/\lambda_i\le1$. For the exact response $1/\lambda_i$ may be zero or negative; only $1-1/\lambda_i\ge0$ is needed.

Equation (2) expresses the concavity of the ground-state energy. Take the static perturbation $s(X+X^\dagger)$ with $\phi_G=v_G^{1/2}u_G$. Then $\langle n|X|0\rangle=\sqrt\Omega\,a_n^\dagger u$ and $\langle m|X^\dagger|0\rangle=\sqrt\Omega\,u^\dagger b_m$. If $2\mathbf q$ is not a reciprocal vector, $X$ and $X^\dagger$ reach different states and do not interfere, and second-order perturbation theory gives
$$E(s)+E(-s)-2E(0)=2s^2\,\Omega\,u^\dagger\tilde\chi(0)u+O(s^4)\le0.\tag{3}$$

On the imaginary axis, $1/(i\nu-\omega_n)=-(\omega_n+i\nu)/(\nu^2+\omega_n^2)$ and $-1/(i\nu+\omega_m)=-(\omega_m-i\nu)/(\nu^2+\omega_m^2)$, so
$$1-\tilde\varepsilon^{-1}(i\nu)=\sum_\alpha\frac{\omega_\alpha^2\,c_\alpha c_\alpha^\dagger}{\nu^2+\omega_\alpha^2}+i\nu\left[\sum_n\frac{a_na_n^\dagger}{\nu^2+\omega_n^2}-\sum_m\frac{b_mb_m^\dagger}{\nu^2+\omega_m^2}\right].\tag{4}$$
The first part is Hermitian and the second anti-Hermitian.

## 3. The RPA has the same spectral form

For independent electrons in an insulator, (1) gives $\tilde\chi^0$. The excitations are $v\mathbf k\to c\,\mathbf k+\mathbf q$ with $a_G=\sqrt{2v_G/\Omega}\,\langle v\mathbf k|e^{-i\mathbf Q\cdot\mathbf r}|c\,\mathbf k+\mathbf q\rangle$, and $v\,\mathbf k+\mathbf q\to c\mathbf k$ with $b_G=\sqrt{2v_G/\Omega}\,\langle c\mathbf k|e^{-i\mathbf Q\cdot\mathbf r}|v\,\mathbf k+\mathbf q\rangle$, the 2 counting degenerate spins. Collect these columns in $B$, the positive transition energies in a diagonal $D$, and let $\sigma=+1$ on $a$ columns and $-1$ on $b$ columns. Since $1/(-\omega-D)=-1/(\omega+D)$, we have $\tilde\chi^0=BRB^\dagger$ with $R=(\omega\sigma-D)^{-1}$. The RPA sets $\tilde\varepsilon=1-\tilde\chi^0$. At $\omega=0$ this is $1+BD^{-1}B^\dagger$, so $\lambda_i\ge1$.

Put $T=(R^{-1}-B^\dagger B)^{-1}$. From $R(R^{-1}-B^\dagger B)T=R$ follows $T-RB^\dagger BT=R$, so
$$(1-BRB^\dagger)(1+BTB^\dagger)=1+B\,[T-R-RB^\dagger BT]\,B^\dagger=1.$$
Therefore $\tilde\varepsilon^{-1}-1=B(\omega\sigma-K)^{-1}B^\dagger$ with $K=D+B^\dagger B$ positive definite. Factor $K=LL^\dagger$ and write $\omega\sigma-K=L(\omega S-1)L^\dagger$ with $S=L^{-1}\sigma L^{-\dagger}$. $S$ is Hermitian and invertible, with real eigenvalues $\mu_\alpha\neq0$ and eigenvectors $y_\alpha$. With $c_\alpha=BL^{-\dagger}y_\alpha$,
$$\tilde\varepsilon^{-1}(\omega)-1=\sum_\alpha\frac{c_\alpha c_\alpha^\dagger}{\omega\mu_\alpha-1}.$$
For $\mu=1/\omega_\alpha>0$ a term equals $\omega_\alpha cc^\dagger/(\omega-\omega_\alpha)$, and for $\mu=-1/\omega_\alpha<0$ it equals $-\omega_\alpha cc^\dagger/(\omega+\omega_\alpha)$. This is (1), so (2) and (4) hold in the RPA. The poles lie no lower than the smallest transition: $x=L^{-\dagger}y_\alpha$ obeys $\sigma x=\mu Kx$, so $D_{\min}x^\dagger x\le x^\dagger Kx=x^\dagger\sigma x/\mu\le\omega_\alpha x^\dagger x$.

## 4. The f-sum matrix

Expanding (1) with $1/(\omega-\omega_n)=1/\omega+\omega_n/\omega^2+\dots$ and $-1/(\omega+\omega_m)=-1/\omega+\omega_m/\omega^2-\dots$ gives two moments. Both are evaluated by closure, which needs a complete set of states. The ground state may be added to the sums, since it cancels from the first moment and has zero weight in the second.

The $1/\omega$ coefficient is $\sum aa^\dagger-\sum bb^\dagger\propto\langle[n_Q,n_{Q'}^\dagger]\rangle=0$, because both operators are functions of the positions.

The $1/\omega^2$ coefficient is
$$M=\sum_\alpha\omega_\alpha^2\,c_\alpha c_\alpha^\dagger,\tag{5}$$
which is also the limit of $\nu^2$ times the Hermitian part of (4), since $\nu^2/(\nu^2+\omega_\alpha^2)$ rises monotonically to 1. Closure gives $M_{GG'}=\sqrt{v_Gv_{G'}}\,\Omega^{-1}\langle n_Q(H-E_0)n_{Q'}^\dagger+n_{Q'}^\dagger(H-E_0)n_Q\rangle$. Expanding
$$[[n_Q,H],n_{Q'}^\dagger]=n_QHn_{Q'}^\dagger-Hn_Qn_{Q'}^\dagger-n_{Q'}^\dagger n_QH+n_{Q'}^\dagger Hn_Q,$$
with $H\to E_0$ where it stands next to $|0\rangle$ or $\langle0|$ and with the two densities commuting, shows that the bracket is the expectation value of this double commutator.

We now assume that $H$ consists of $\sum_jp_j^2/2$, terms that depend on positions and spins only (external potential, Coulomb interaction), and terms linear in $\mathbf p_j$ with local coefficients (vector potential, spin–orbit coupling in the Pauli form). For one electron let $f=e^{-i\mathbf Q\cdot\mathbf r}$ and $g=e^{i\mathbf Q'\cdot\mathbf r}$. Local terms commute with $f$. For a linear term, $[f,\mathbf A\cdot\mathbf p]=i\mathbf A\cdot\nabla f$ is a multiplication, which commutes with $g$; the ordering $\mathbf p\cdot\mathbf A$ differs by a local term. For the kinetic energy,
$$[f,-\tfrac12\nabla^2]\psi=-\tfrac12f\nabla^2\psi+\tfrac12\nabla^2(f\psi)=\tfrac12(\nabla^2f)\psi+\nabla f\cdot\nabla\psi,$$
and $[\nabla f\cdot\nabla,g]=\nabla f\cdot\nabla g=(-i\mathbf Q)\cdot(i\mathbf Q')\,e^{-i(\mathbf G-\mathbf G')\cdot\mathbf r}$. Summing over electrons gives $\mathbf Q\cdot\mathbf Q'\,\Omega\,n(\mathbf G-\mathbf G')$, and with $\sqrt{v_Gv_{G'}}=4\pi/|\mathbf Q||\mathbf Q'|$,
$$M_{GG'}=4\pi\,\hat{\mathbf e}_G\cdot\hat{\mathbf e}_{G'}\;n(\mathbf G-\mathbf G').\tag{6}$$

In the RPA, $S^{-1}=L^\dagger\sigma L$, so $\sum_\alpha c_\alpha c_\alpha^\dagger/\mu_\alpha^2=BL^{-\dagger}S^{-2}L^{-1}B^\dagger=B\sigma K\sigma B^\dagger=BDB^\dagger+(B\sigma B^\dagger)^2$. Here $B\sigma B^\dagger$ is the vanishing $1/\omega$ moment of $\tilde\chi^0$ and $BDB^\dagger$ is its $1/\omega^2$ moment. Equation (6) therefore holds in the RPA with the mean-field density.

## 5. The model

The ansatz keeps the static eigenvectors at all frequencies and gives each of them the scalar form of Part 1:
$$\tilde\varepsilon^{-1}_{\rm mod}(\omega)=1+\sum_iU_i\,\frac{z_i}{\omega^2-\omega_i^2}\,U_i^\dagger .\tag{7}$$
At $\omega=0$, using $\sum_iU_iU_i^\dagger=1$, the eigenvalues are $1-z_i/\omega_i^2$, and setting them equal to $1/\lambda_i$ reproduces the whole static matrix. At large $\omega$ the $1/\omega^2$ coefficient is $\sum_iz_iU_iU_i^\dagger$. It is diagonal in the $U$ basis, so it can match only the diagonal of $M$ there. The two conditions give
$$z_i=U_i^\dagger MU_i,\qquad\omega_i^2=\frac{z_i}{1-1/\lambda_i}=\frac{U_i^\dagger MU_i}{U_i^\dagger\mathcal AU_i}.\tag{8}$$
The matrix f-sum rule is obeyed in full only if $M$ and $\mathcal A$ commute. Its trace is always kept: each diagonal element of (6) is $\omega_p^2$, so $\sum_iz_i=N_G\,\omega_p^2$.

## 6. Proof that the poles are real

**Claim.** Under the assumptions of Parts 2 and 4 (response of a ground state, exact or RPA; finite static response; $H$ of the stated form; complete state sum), $0<\omega_i^2<\infty$ for every $i$ and every $\mathbf q$.

Insert (6) and the definition of $n(\mathbf G-\mathbf G')$ into $z_i$:
$$z_i=\frac{4\pi}{\Omega}\int n(\mathbf r)\sum_{GG'}U_{Gi}^*\hat{\mathbf e}_Ge^{-i\mathbf Q\cdot\mathbf r}\cdot U_{G'i}\hat{\mathbf e}_{G'}e^{i\mathbf Q'\cdot\mathbf r}\,d^3r=\frac{4\pi}{\Omega}\int n\,|\mathbf F_i|^2d^3r,\tag{9}$$
with $\mathbf F_i=\sum_GU_{Gi}\hat{\mathbf e}_Ge^{i\mathbf Q\cdot\mathbf r}$; the common factor $e^{i\mathbf q\cdot\mathbf r}$ cancels. $\mathbf F_i$ is, up to a constant, the electric field of the potential $\sum_Gv_G^{1/2}U_{Gi}e^{i\mathbf Q\cdot\mathbf r}$. The integrand is non-negative. If $z_i$ vanished, $\mathbf F_i$ would vanish on an open region where the continuous density is positive. A finite sum of plane waves is analytic, so it would vanish everywhere, and linear independence of plane waves would force $U_{Gi}\hat{\mathbf e}_G=0$ for all $G$, contradicting normalization. Hence $z_i>0$.

Define the weights $w_{i\alpha}=|U_i^\dagger c_\alpha|^2\ge0$. From (5) and (2),
$$z_i=\sum_\alpha w_{i\alpha}\omega_\alpha^2,\qquad1-1/\lambda_i=\sum_\alpha w_{i\alpha}.\tag{10}$$
Since $z_i>0$, at least one weight is nonzero, so $1-1/\lambda_i>0$. The ratio (8) is a finite positive number, which proves the claim. The argument used $n\ge0$, $\omega_\alpha>0$ and the Hermitian form of (2). It used no point-group operation, no inversion and no time reversal.

Parseval's identity gives $\Omega^{-1}\int|\mathbf F_i|^2=1$, so $z_i/4\pi$ is an average of $n(\mathbf r)$ and lies between the least and greatest density.

Four situations modify the statement. As $\mathbf q\to0$, $\hat{\mathbf e}_0$ depends on the direction of approach, and the proof holds direction by direction because it needs only unit vectors. If $\tilde\varepsilon$ is inverted in a large set and then truncated, $M$ and $\mathcal A$ are principal blocks of positive matrices and stay positive. With a nonlocal potential the double commutator has an extra term; the density form (9) is still positive and the true moment (5) still non-negative, so the poles stay real, but the results of Part 7 need the true moment. With a truncated band sum, $B$ may have rank below $N_G$; a vector with $B^\dagger U_i=0$ has $\lambda_i=1$, while (9) still gives $z_i>0$, so $\omega_i=\infty$. Its coupling in the self-energy, $z_i/2\omega_i=\tfrac12\sqrt{z_i(1-1/\lambda_i)}$, vanishes, and the mode is dropped.

Under the stated assumptions, every pole frequency of the model is real, positive and finite, without any appeal to point-group symmetry, inversion or time reversal. What remains is to interpret these frequencies, to see what symmetry does change, and to apply the model to the self-energy and a worked example.
